# Classical Multiphonon Capture Rate from Thermally Averaged Landau-Zener Hops, part 2

An electron in a silicon channel is captured by an oxide trap when a vibration brings two configurations to equal energy. State 1 is the empty trap with the electron in one channel state, state 2 the filled trap. Their energies along the coordinate $q$ (mass $m$) are $U_1$ and $U_2$, with gap $\Delta = U_2-U_1$ and constant real coupling $V$. The vibration is classical and in thermal equilibrium on $U_1$ at temperature $T$. With state amplitudes $c_1$, $c_2$,

$$ \dot c_2 = -\frac{i}{\hbar}\, V\, c_1\, \exp\left( \frac{i}{\hbar}\int \Delta\, dt \right). \tag{3} $$

For a rare hop $c_1 = 1$. One passage of the crossing $q_c$ at speed $|v|$ then gives a hop with probability $P = 2\pi V^2/(\hbar G|v|)$, where $G = |d\Delta/dq|$ at $q_c$. For arbitrary $V$ at constant velocity it is

$$ P_{LZ} = 1-e^{-2\pi\mu} = 1-e^{-P} , \tag{13} $$

with $\mu = V^2/(\hbar G|v|)$. This lowers the rate by the fraction

$$ D \simeq \frac{a}{\sqrt{2\pi}}\left[ \ln\frac1a+\frac32-\frac32\gamma_E+\frac12\ln2 \right] , \tag{14} $$

where $a = P(v_T)$ is small, $v_T = \sqrt{k_BT/m}$ and $\gamma_E$ is Euler's constant. Following repeated passages incoherently gives a capture probability $2P_{LZ}/(1+P_{LZ})$ per excursion for $|\varepsilon|<\lambda$.

For equal parabolas of frequency $\omega$ and displacement $d$, $\lambda = \frac12 m\omega^2d^2$ is the reorganisation energy and $\varepsilon$ is the minimum of $U_2$ minus that of $U_1$. Then $q_c = d(\lambda+\varepsilon)/2\lambda$, $G = 2\lambda/d$ and $E_b = (\lambda+\varepsilon)^2/4\lambda$ is the barrier. Counting both directions, there are $N = (\omega/\pi)e^{-E_b/k_BT}$ passages per unit time. Adding their hop probabilities gives the capture rate

$$ k = \frac{2\pi}{\hbar}\, \frac{V^2}{\sqrt{4\pi\lambda k_BT}}\, \exp\left[ -\frac{(\lambda+\varepsilon)^2}{4\lambda k_BT} \right], \tag{1} $$

or equivalently

$$ k = \frac{2\pi}{\hbar}\, \frac{V^2}{\sqrt{4\pi\lambda k_BT}}\, e^{-E_b/k_BT} . \tag{15} $$

For unequal curvatures, $U_1 = A_1s^2$ and $U_2 = A_2(s-1)^2+\varepsilon$ with $s = q/d$, and

$$ k = \frac{2\pi V^2}{\hbar}\; \frac{1}{2R}\, \sqrt{\frac{A_1}{\pi k_BT}}\; \left( e^{-A_1s_+^2/k_BT} + e^{-A_1s_-^2/k_BT} \right) , \tag{12} $$

where $R^2 = A_1A_2-(A_2-A_1)\varepsilon$ and $s_\pm = (A_2\pm R)/(A_2-A_1)$.

The rate $k$ is for one electron in a channel state normalised in an interface area $A$. Since $V^2\propto1/A$, $kA$ does not depend on $A$. At sheet density $n_s$ the trap captures at the rate

$$ \Gamma = n_s\, (kA), \tag{2} $$

if all electrons may be given the same $k$.

### Why the probabilities of two passages may be added

The outward and the return passage of one excursion can interfere. Their joint amplitude follows from (3) along a path that turns just beyond the crossing. Let $F$ be the magnitude of the force $-dU_1/dq$ at $q_c$, directed back to the minimum, and let $e$ be the vibrational energy above $E_b$. With the turning point at $t = 0$ and $F$ taken as constant,

$$ q(t)-q_c = \frac eF-\frac{Ft^2}{2m} . $$

At $q = q_c$ this gives $t^2 = 2me/F^2$ and a speed $F|t|/m = \sqrt{2e/m}$, as energy conservation demands. The gap is $\pm G(q-q_c)$, and its sign merely conjugates the amplitude. The accumulated phase is

$$ \frac G\hbar\left( \frac{et}{F}-\frac{Ft^3}{6m} \right) = x\kappa t-\frac{(\kappa t)^3}{3}, \qquad \kappa^3 = \frac{GF}{2m\hbar}, \qquad x = \frac{Ge}{\hbar F\kappa} . $$

The Airy function is $\mathrm{Ai}(z) = (1/2\pi)\int e^{i(zu+u^3/3)}du$, so the hop probability of the whole excursion is

$$ P_2 = \frac{V^2}{\hbar^2}\left( \frac{2\pi}{\kappa} \right)^2\mathrm{Ai}^2(-x) . \tag{16} $$

For large positive $x$, $\mathrm{Ai}^2(-x)$ approaches $\sin^2\left(\frac23x^{3/2}+\frac\pi4\right)/(\pi\sqrt x)$. The oscillation is the interference of the two passages. Replacing $\sin^2$ by its mean, one half, gives

$$ P_2 \to \frac{2\pi V^2}{\hbar^2\kappa^2\sqrt x} = \frac{2\pi V^2}{\hbar G\sqrt{e/2m}} = \frac{4\pi V^2}{\hbar G\sqrt{2e/m}} , $$

where $\kappa^2\sqrt x = (G/\hbar)\sqrt{e/2m}$ was used. This is $2P$ at the speed of crossing.

The thermal average shows what the interference leaves behind. A harmonic vibration makes $\omega/2\pi$ excursions per unit time towards the crossing, and its energy has the density $e^{-E/k_BT}/k_BT$. Put $e/k_BT = bx$, with

$$ b = \frac{\hbar F\kappa}{Gk_BT} . $$

The rate is then proportional to $\int e^{-bx}\mathrm{Ai}^2(-x)dx$. For the added probabilities this integral is replaced by

$$ \int_0^\infty\frac{e^{-bx}}{2\pi\sqrt x}\, dx = \frac{1}{2\sqrt{\pi b}} . $$

For the coherent pair, write $\mathrm{Ai}^2$ as a double integral over $u_1$ and $u_2$, and set $u = (u_1+u_2)/2$ and $\tau = u_1-u_2$. Since $u_1^3-u_2^3 = 3u^2\tau+\tau^3/4$, the exponent is $i(x\tau-u^2\tau-\tau^3/12)$. The integral over $u$ is Gaussian and equals $\sqrt{\pi/i\tau}$. With $p = i\tau$ and a path on which $\mathrm{Re}\,p > 0$,

$$ \mathrm{Ai}^2(-x) = \frac{1}{2\pi i}\int_{c-i\infty}^{c+i\infty} e^{px}\; \frac{e^{p^3/12}}{2\sqrt{\pi p}}\, dp . $$

This is an inverse two-sided Laplace transform. The transform itself is therefore

$$ \int_{-\infty}^{\infty}e^{-bx}\, \mathrm{Ai}^2(-x)\, dx = \frac{e^{b^3/12}}{2\sqrt{\pi b}} . \tag{17} $$

The ratio of the coherent to the added result is $e^{b^3/12}$, where

$$ \frac{b^3}{12} = \frac{\hbar^2F^4}{24\, m\, G^2(k_BT)^3} . $$

The ratio tends to one as $\hbar\to0$: the thermal spread of energies averages the interference away. The integral includes $x < 0$, where the path turns before the crossing but a hop remains possible. The lower limit may be extended to $-\infty$ when the integrand has died out before the vibrational energy reaches zero. The estimate also keeps the path on $U_1$ after the hop and takes the forces as constant. It assumes that different excursions are uncorrelated.

### Quantum vibration

For equal parabolas the quantum golden rule can be evaluated without these restrictions on the path. Let $H_1$ and $H_2$ be the vibrational Hamiltonians of the two states. Writing the energy-conserving delta function of the golden rule as a time integral gives

$$ k_Q = \frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}\left\langle e^{iH_1t/\hbar}\, e^{-iH_2t/\hbar}\right\rangle_1dt . $$

With the ladder operators of state 1, $[\hat a,\hat a^\dagger] = 1$, the Hamiltonians are related by $H_2 = DH_1D^\dagger+\varepsilon$. Here $D = \exp[\sqrt S(\hat a^\dagger-\hat a)]$ shifts the oscillator by $d$, and $S = \lambda/\hbar\omega$. The average becomes $e^{-i\varepsilon t/\hbar}\langle D(t)D^\dagger\rangle$, where $\hat a^\dagger$ in $D(t)$ carries the factor $e^{i\omega t}$.

The two exponents in $D(t)D^\dagger$ have a numerical commutator. Joining them gives the factor $e^{-iS\sin\omega t}$ and a single exponential of $\sqrt S(z\hat a^\dagger-z^*\hat a)$, with $z = e^{i\omega t}-1$. In a thermal oscillator state such a linear combination is Gaussian. Its exponential averages to $\exp[-S(2n+1)(1-\cos\omega t)]$, because $|z|^2 = 2-2\cos\omega t$. Here $n = 1/(e^{\hbar\omega/k_BT}-1)$. Thus

$$ \langle D(t)D^\dagger\rangle = \exp\left\{-S\left[(2n+1)(1-\cos\omega t)+i\sin\omega t\right]\right\} . \tag{18} $$

The part of the exponent that depends on time is $S(n+1)e^{-i\omega t}+Sne^{i\omega t}$. The expansion $e^{\frac y2(w+1/w)} = \sum_pI_p(y)w^p$, with modified Bessel functions $I_p$, turns (18) into a sum of terms $W_pe^{-ip\omega t}$:

$$ W_p = e^{-S(2n+1)}\left( \frac{n+1}{n} \right)^{p/2}I_p\left( 2S\sqrt{n(n+1)} \right) . \tag{19} $$

The time integral then gives lines at $\varepsilon = -p\hbar\omega$, where $p$ is the net number of quanta emitted. The continuum of channel energies smooths these lines only in part when $k_BT < \hbar\omega$, because it begins at a sharp band edge. Other vibrational modes of the oxide can broaden them further. If each line is assumed to be spread evenly over its spacing $\hbar\omega$, the rate at $\varepsilon = -p\hbar\omega$ is

$$ k_Q = \frac{2\pi V^2}{\hbar}\, \frac{W_p}{\hbar\omega} . \tag{20} $$

The classical result is the short-time part of (18). For $\hbar\omega \ll k_BT$, $2n+1\simeq2k_BT/\hbar\omega$. To second order in $t$ the exponent is $-i\lambda t/\hbar-\lambda k_BTt^2/\hbar^2$. The Gaussian integral is

$$ \frac{V^2}{\hbar^2}\int e^{-i(\lambda+\varepsilon)t/\hbar-\lambda k_BTt^2/\hbar^2}\, dt = \frac{V^2}{\hbar}\sqrt{\frac{\pi}{\lambda k_BT}}\; e^{-(\lambda+\varepsilon)^2/4\lambda k_BT} , $$

which is (15). The later recurrences of (18), at multiples of the period, produce the line structure that the spreading removes.

### A trap near the silicon interface

The following parameters are rough, illustrative values for electron capture in silicon dioxide at an elevated temperature and a low oxide field. They are inputs and do not describe a computed defect: $\lambda = 2.0$ eV, $\varepsilon = -0.20$ eV, $\hbar\omega = 50$ meV, $m = 30$ u and $T = 400$ K, so that $k_BT = 34.47$ meV. The coupling is $V = 0.010$ meV for a channel state normalised in $A = 100$ nm$^2$. The sheet density is $n_s = 10^{12}$ cm$^{-2}$, which places one electron in this area. If the oxide field ends on these electrons alone, it is 0.46 MV/cm, well below the fields usual in bias-temperature stress.

The barrier is $E_b = (1.80)^2/8.0 = 0.405$ eV. The displacement $d = \sqrt{2\lambda/m\omega^2}$ is 0.0472 nm, and the crossing lies at $0.45\,d = 0.0212$ nm. The force difference is $G = 4.0/0.0472 = 84.7$ eV/nm. With the thermal velocity $v_T = \sqrt{k_BT/m} = 333$ m/s, the hop probability at that velocity is

$$ a = \frac{2\pi V^2}{\hbar Gv_T} = 3.38\times10^{-8} . $$

The mean speed is $\sqrt{2/\pi}\,v_T$, so the mean probability per passage is $\sqrt{\pi/2}\,a = 4.24\times10^{-8}$. These are values of the constant-velocity formula and should not be read as the probabilities of isolated passages. At $v_T$ the hop takes a time of about $\sqrt{\hbar/(Gv_T)} = 4.8$ fs, in which the force at the crossing changes the velocity by about $1.8\,v_T$. The outward and return passages then overlap. The effect on the thermally averaged rate is estimated below. The vibration passes the crossing $N = 1.908\times10^8$ times per second. The product is

$$ k = 1.908\times10^8\ \mathrm{s^{-1}}\times4.24\times10^{-8} = 8.09\ \mathrm{s^{-1}} , $$

with 4.05 s$^{-1}$ from each direction. The direct formula (15) has the prefactor $1.026\times10^6$ s$^{-1}$, and its exponential $e^{-0.405/0.03447}$ leads to the same rate. The capture coefficient is $kA = 8.09\times10^{-12}$ cm$^2$/s. By (2), the mean capture time is 0.124 s.

The weak-coupling assumption is safe here. Equation (14) gives a relative reduction of $2.5\times10^{-7}$. Numerical integration of the full probability (13) over velocities shows that the weak formula lies 10% above the full average at $V = 13$ meV, with the other parameters fixed. Neither figure includes repeated hops to and fro. With the capture probability $2P_{LZ}/(1+P_{LZ})$ per excursion, the reduction becomes $6.8\times10^{-7}$ and the 10% point moves to about 8 meV. All these figures take the velocity as constant during a passage, so for this trap they are only estimates.

### Effects left out, sized for this trap

The classical treatment of the vibration is a larger source of error. For the 400 K example $b = 1.71$, and the factor $e^{b^3/12}$ is 1.52. This value depends on the constant force: the same coherent average along the full harmonic path on $U_1$ gives 1.33. The quantum expression (20), with $p = 0.20/0.050 = 4$, exceeds the classical rate by a factor of 1.89. This number rests on the assumed spreading of the lines. With sharp lines and Boltzmann-distributed channel energies, the ratio of the averaged rates falls from 2.7 to 1.2 as $\varepsilon$ rises from just above $-0.20$ eV to just below $-0.15$ eV. The quantum expression does not hold the path on $U_1$ or take the forces as constant, so the Airy factor serves here as an estimate of size.

At 300 K the classical rate falls to 0.186 s$^{-1}$ if all other parameters are held fixed, and the quantum factor rises to 4.15. For this trap, equation (1) thus understates the rate at 300 K by more than at 400 K. An activation energy fitted to its temperature dependence inherits this error. At 400 K with $\lambda$ and $\varepsilon$ fixed, the ratio of quantum to classical rate drops to 1.027 for $\hbar\omega = 10$ meV and to 1.001 for 2 meV.

Channel electrons also have a spread of energies. An electron at energy $E$ above the subband edge raises $U_1$ by $E$, which replaces $\varepsilon$ by $\varepsilon-E$. In a two-dimensional subband the density of states is constant, $g_vm^*/\pi\hbar^2$ with spin included. I take $g_v = 2$ valleys and $m^* = 0.19$ electron masses. The sheet density then puts the Fermi level 55 meV below the subband edge. Integrating the classical rate numerically over the Fermi occupation, with $V$ independent of $E$, multiplies the band-edge rate by 1.82. Boltzmann occupation gives 1.77. The Fermi value is higher because the exclusion principle thins the occupation most at the lowest energies, where capture is slowest. These figures place all electrons in the lowest subband, which does not hold at this temperature and density. A self-consistent Hartree estimate for a (100) surface with a depletion charge of $1$ to $5\times10^{11}$ cm$^{-2}$ puts only about a sixth to a quarter of the electrons there and the Fermi level 105 to 120 meV below its edge. With the same $V$ for all subbands the factor would be about four. The true factor depends on how $V$ varies between subbands.

The curvature of the final state can matter more. Let the final curvature be 0.80 of the initial one, with $\varepsilon$ and the energy of state 2 at $q = 0$ held fixed. In (12) this means $A_2 = \lambda$ and $A_1 = \lambda/0.80$. The rate is multiplied by 0.23. The result depends on what is held fixed. If the initial curvature, the displacement and $\varepsilon$ are kept instead, so that $A_1 = \lambda$ and $A_2 = 0.80\,\lambda$, the rate is multiplied by 6.3. Equal curvatures are thus a material assumption, and (12) is preferable when the two curvatures are known.

The rate is also sensitive to bias and position. A change of the oxide field by 1 MV/cm shifts the level of a trap at 1 nm depth by $10^8\ \mathrm{V/m}\times10^{-9}\ \mathrm m$, or 0.10 eV. This shift is measured from the silicon band edge at the interface. If it lowers the filled-trap state, with $n_s$, $V$ and the subband edge held fixed, the rate grows by a factor of 3.56. In a gated channel $n_s$ does not stay fixed. If the added field ends on channel electrons, the same step adds about $2.2\times10^{12}$ cm$^{-2}$, and $\Gamma$ in (2) grows by a factor of about 11 when $V$, the subband edge and the distribution over channel energies are left unchanged. The stronger confinement also raises the lowest subband edge, by about 50 meV in the Hartree estimate above. This lowers $\varepsilon$ further and brings the growth of $\Gamma$ to a factor of about 20 at fixed $V$. For the dependence of $V$ on depth, take a rectangular tunnel barrier of height $\phi = 3.0$ eV and a tunnelling mass $m_t$ of 0.4 electron masses. These are again rough values. The amplitude decays with the constant $\sqrt{2m_t\phi}/\hbar = 5.61$ nm$^{-1}$. Moving the trap 0.1 nm deeper multiplies $V^2$, and at fixed $\varepsilon$ also the rate, by $e^{-2\times5.61\times0.1} = 0.33$.

These factors are separate changes from the classical band-edge result and should not simply be multiplied. The quantum treatment, for example, also changes the dependence on $\varepsilon$ that enters the average over channel energies.

### Relation to a real oxide and use in a device model

Amorphous silicon dioxide offers its defects many local surroundings, so $\lambda$, $\varepsilon$, the curvatures and the depth vary from trap to trap. A single capture time such as 0.124 s belongs to one set of parameters and does not characterise an oxide. Of the model's idealisations, the classical vibration changes this example by a factor of 1.9 at 400 K and 4.1 at 300 K. A final curvature 20% below the initial one lowers the rate by a factor of about four if the energy of state 2 at $q = 0$ is held fixed, and raises it by a factor of about six if the displacement is held fixed. Uncertainty in the defect parameters can therefore outweigh the numerical precision of (15).

In an extended multiphonon model a defect may have further, metastable configurations. Equation (15) then supplies the rate of a charge-transfer step between two specified configurations. A purely structural rearrangement, in which no electron is exchanged, needs its own barrier and prefactor.

For a device calculation, $\varepsilon$ is evaluated at the local bias and $V^2A$ at the trap depth. The rate is then integrated over the occupied channel states, with (12) replacing (15) for unequal curvatures. The mass and frequency are not needed for the classical rate. The frequency is needed to judge it. For equal parabolas with given $\lambda$ and $\varepsilon$, the test is the ratio of (20) to (15), from which the mass cancels. A ratio far from one shows that the vibration must be treated quantum mechanically. A ratio near one at a single temperature does not prove the opposite, because the two rates can agree by accident. With $\varepsilon$ changed to $-2.45$ eV in the example, the ratio is 1.00 at 400 K but 1.33 at 200 K. The test should therefore cover the whole temperature range of interest. The value of $b^3/12$ is no substitute, because it contains only the force on $U_1$. With $\varepsilon$ changed to $+2.0$ eV in the 400 K example, $b^3/12$ is 10 although the ratio is 0.93. At $\varepsilon = -3.0$ eV it is only 0.04 although the ratio is 1.72.
